# The peak temperature of first-order desorption under linear heating: a numerical check

```python
# RESULT UNDER TEST
# First-order desorption, -d(theta)/dt = k*theta with k = nu*exp(-E/(kB*T)),
# under linear heating T = T0 + beta*t has its greatest rate at the Tp where
#     k(Tp) = E*beta/(kB*Tp^2),   provided T0 < Tp.
# theta: coverage (ML); E: activation energy (eV); nu: prefactor (1/s);
# beta: heating rate (K/s); x = E/(kB*Tp).
# The rate curve is obtained by integrating the coverage equation, and its
# maximum is located numerically without use of the condition above.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw, expn

KB = const.k / const.e          # eV/K


def first_order(energy, nu):
    """Log of the loss rate as a function of T and y = ln(theta)."""
    return lambda T, y: np.log(nu) - energy / (KB * T) + y


def simulate(log_loss, beta, theta0=1.0, lo=550.0, hi=950.0):
    """Integrate ln(theta) over temperature; return log-rate and ln(theta)."""
    def slope(T, y):
        return -np.exp(log_loss(T, y) - y) / beta
    sol = solve_ivp(slope, (lo, hi), [np.log(theta0)], method="DOP853",
                    rtol=1e-10, atol=1e-11, max_step=1.0, dense_output=True)
    assert sol.success

    def log_cover(T):
        return sol.sol(T)[0]
    return (lambda T: log_loss(T, log_cover(T))), log_cover


def find_peak(curve, lo=550.0, hi=950.0):
    """Temperature of the maximum of a curve; lo if it is largest there."""
    grid = np.arange(lo, hi, 0.5)
    i = int(np.argmax(curve(grid)))
    if i == 0:
        return lo
    h = 0.05
    return brentq(lambda T: curve(T + h) - curve(T - h),
                  grid[i - 1], grid[i + 1], xtol=1e-9)


def simulated_peak(log_loss, beta, theta0=1.0, lo=550.0, hi=950.0):
    return find_peak(simulate(log_loss, beta, theta0, lo, hi)[0], lo, hi)


def peak_formula(energy, nu, beta):
    x = 2 * lambertw(0.5 * np.sqrt(nu * energy / (KB * beta))).real
    return energy / (KB * x)


def energy_formula(Tp, nu, beta):
    return KB * Tp * lambertw(nu * Tp / beta).real


# ---- closed form against simulation for widely different parameters ----
worst = 0.0
for e_case, nu_case, b_case in [(0.5, 1e13, 1.0), (1.2, 1e12, 10.0),
                                (3.5, 1e16, 0.1)]:
    guess = peak_formula(e_case, nu_case, b_case)   # sets the range only
    found = simulated_peak(first_order(e_case, nu_case), b_case,
                           lo=0.7 * guess, hi=1.2 * guess)
    worst = max(worst, abs(found - guess))
assert worst < 5e-3

# ---- worked example: rough values for H2 leaving monohydride Si(100) ----
E, NU, BETA = 2.5, 1e15, 2.0
loss = first_order(E, NU)
curve, log_cover = simulate(loss, BETA)
Tp = find_peak(curve)
x = E / (KB * Tp)


def arrhenius(T):
    return NU * np.exp(-E / (KB * T))


def right_side(T):
    return E * BETA / (KB * T**2)


assert abs(arrhenius(Tp) / right_side(Tp) - 1) < 2e-4
assert abs(Tp - peak_formula(E, NU, BETA)) < 2e-3

# one maximum only; no dependence on initial coverage or cold start
signs = np.sign(np.diff(curve(np.arange(550.0, 950.0, 0.5))))
assert np.count_nonzero(np.diff(signs)) == 1 and signs[0] > 0
Tp_low_cover = simulated_peak(loss, BETA, theta0=0.2)
assert abs(Tp_low_cover - Tp) < 2e-3
assert abs(simulated_peak(loss, BETA, lo=700.0) - Tp) < 2e-3
hot_start = Tp + 20
assert simulated_peak(loss, BETA, lo=hot_start) == hot_start

# curvature of the log-rate at the peak
d = 1.0
curvature = (curve(Tp + d) - 2 * curve(Tp) + curve(Tp - d)) / d**2
assert abs(curvature / (-x * (x + 2) / Tp**2) - 1) < 2e-3

# coverage at the peak and its bounds
theta_p = np.exp(log_cover(Tp))
A = x * np.exp(x) * expn(2, x)
assert abs(theta_p - np.exp(-A)) < 1e-4
A_sim = -np.log(theta_p)
assert 1 - 2 / x < A_sim < 1 - 2 / x + 6 / x**2

# sensitivities of the peak by central differences of simulated peaks
s = 0.02
up, down = np.exp(s), np.exp(-s)
d_beta = (simulated_peak(loss, BETA * up)
          - simulated_peak(loss, BETA * down)) / (2 * s)
d_nu = (simulated_peak(first_order(E, NU * up), BETA)
        - simulated_peak(first_order(E, NU * down), BETA)) / (2 * s)
d_E = (simulated_peak(first_order(E * up, NU), BETA)
       - simulated_peak(first_order(E * down, NU), BETA)) / (2 * s)
assert abs(d_beta / (Tp / (x + 2)) - 1) < 5e-3
assert abs(d_nu / (-Tp / (x + 2)) - 1) < 5e-3
assert abs(d_E / (Tp * (x + 1) / (x + 2)) - 1) < 5e-3

# energy recovered from one peak, and from two heating rates without nu
E_inverse = energy_formula(Tp, NU, BETA)
assert abs(E_inverse - E) < 1e-4
E_redhead = KB * Tp * (np.log(NU * Tp / BETA) - 3.64)
b1, b2 = 0.5, 8.0
T1, T2 = simulated_peak(loss, b1), simulated_peak(loss, b2)
inverse_gap = 1 / T2 - 1 / T1
E_slope = -KB * np.log((b2 / T2**2) / (b1 / T1**2)) / inverse_gap
E_slope_plain = -KB * np.log(b2 / b1) / inverse_gap
assert abs(E_slope - E) < 1e-3
assert abs(E_slope_plain - (E + 2 * KB * np.sqrt(T1 * T2))) < 2e-3

# ---- neglected effects, each as a shift of the simulated peak ----


def paired_loss(pair_energy):
    """Loss from doubly occupied dimers in equilibrium with single ones."""
    def log_loss(T, y):
        theta = np.exp(y)
        a = -theta * np.expm1(y)                    # theta*(1-theta)
        K = np.exp(pair_energy / (KB * T))
        half_single = 2 * a / (1 + np.sqrt(1 + 4 * (K - 1) * a))
        return (np.log(NU) - E / (KB * T)
                + np.log(theta - half_single))
    return log_loss


# strong pairing restores first order; no pairing gives second order
assert abs(simulated_peak(paired_loss(3.0), BETA, hi=850.0) - Tp) < 0.01
second_full = simulated_peak(paired_loss(0.0), BETA, 1.0)
second_low = simulated_peak(paired_loss(0.0), BETA, 0.2)
assert second_low - second_full > 10

PAIR = 0.25
shift_pair_full = simulated_peak(paired_loss(PAIR), BETA, 1.0) - Tp
shift_pair_low = simulated_peak(paired_loss(PAIR), BETA, 0.2) - Tp

W_LATERAL = 0.05
shift_lateral = simulated_peak(
    lambda T, y: loss(T, y) + W_LATERAL * np.exp(y) / (KB * T), BETA) - Tp

shift_prefactor = simulated_peak(
    lambda T, y: loss(T, y) + np.log(T / Tp), BETA) - Tp
assert abs(shift_prefactor - Tp / (x * (x + 2))) < 0.03

WAVENUMBER = 1000.0                                 # 1/cm
quantum = const.h * const.c * WAVENUMBER * 100 / const.e


def wigner(T):
    return 1 + (quantum / (KB * T))**2 / 24


shift_tunnel = simulated_peak(
    lambda T, y: loss(T, y) + np.log(wigner(T)), BETA) - Tp

VOLUME, PUMP = 50.0, 500.0                          # L, L/s
tau = VOLUME / PUMP
nodes, weights = np.polynomial.laguerre.laggauss(8)


def pumped_signal(T):
    return np.log(sum(w * np.exp(curve(T - BETA * tau * u))
                      for u, w in zip(nodes, weights)))


shift_pump = find_peak(pumped_signal, lo=600.0) - Tp
assert abs(shift_pump - BETA * tau) < 0.01

AREA, T_GAS = 1.0, 300.0                            # cm^2, K
mass_h2 = 2 * 1.008 * const.atomic_mass
mean_speed = np.sqrt(8 * const.k * T_GAS / (np.pi * mass_h2))
alpha = (AREA * 1e-4) * mean_speed / 4 / (PUMP * 1e-3)
shift_readsorb = simulated_peak(
    lambda T, y: loss(T, y) - np.log(1 + alpha), BETA) - Tp
assert abs(shift_readsorb - Tp * np.log(1 + alpha) / (x + 2)) < 0.05

# ---- printed numbers ----
print(f"Largest peak error, three other cases: {worst:.1e} K")
print(f"Activation energy E: {E:.2f} eV")
print(f"Prefactor nu: {NU:.1e} 1/s")
print(f"Heating rate beta: {BETA:.1f} K/s")
print(f"Peak temperature, simulated: {Tp:.2f} K")
print(f"Peak temperature, closed form: {peak_formula(E, NU, BETA):.2f} K")
print(f"Peak temperature, closed form: "
      f"{peak_formula(E, NU, BETA) - const.zero_Celsius:.1f} deg C")
print(f"x = E/(kB Tp): {x:.3f}")
print(f"kB Tp: {KB * Tp:.5f} eV")
for label, T in [("20 K below", Tp - 20), ("at peak", Tp),
                 ("20 K above", Tp + 20)]:
    print(f"{label}: k = {arrhenius(T):.5f} 1/s, "
          f"E beta/(kB T^2) = {right_side(T):.5f} 1/s")
print(f"Exponent A at peak: {A:.4f}")
print(f"Bounds on A: {1 - 2 / x:.4f} to {1 - 2 / x + 6 / x**2:.4f}")
print(f"Coverage at peak, start 1 ML: {theta_p:.4f} ML")
print(f"1/e for comparison: {np.exp(-1):.4f}")
print(f"Peak rate, start 1 ML: {np.exp(curve(Tp)):.5f} ML/s")
print(f"Peak temperature, start 0.2 ML: {Tp_low_cover:.2f} K")
print(f"Curvature of ln rate at peak: {curvature:.3e} 1/K^2")
print(f"dTp/d ln beta: {d_beta:.2f} K")
print(f"dTp/d ln nu: {d_nu:.2f} K")
print(f"dTp/d ln E: {d_E:.1f} K")
print(f"E by inversion of the peak: {E_inverse:.4f} eV")
print(f"E by Redhead constant 3.64: {E_redhead:.4f} eV")
print(f"E if nu taken 10 times smaller: "
      f"{energy_formula(Tp, NU / 10, BETA):.3f} eV")
print(f"E if nu taken 10 times larger: "
      f"{energy_formula(Tp, NU * 10, BETA):.3f} eV")
print(f"E if thermometer reads 10 K high: "
      f"{energy_formula(Tp + 10, NU, BETA):.3f} eV")
print(f"Peak at {b1:.1f} K/s: {T1:.2f} K")
print(f"Peak at {b2:.1f} K/s: {T2:.2f} K")
print(f"E from slope of ln(beta/Tp^2): {E_slope:.4f} eV")
print(f"E from slope of ln(beta): {E_slope_plain:.4f} eV")
print(f"Second order, peak from 1 ML: {second_full:.1f} K")
print(f"Second order, peak from 0.2 ML: {second_low:.1f} K")
print(f"Pairing energy: {PAIR:.2f} eV")
print(f"Shift, incomplete pairing, 1 ML: {shift_pair_full:+.2f} K")
print(f"Shift, incomplete pairing, 0.2 ML: {shift_pair_low:+.2f} K")
print(f"Trial energy drop per ML: {W_LATERAL:.2f} eV")
print(f"Shift, coverage-dependent energy, 1 ML: {shift_lateral:+.2f} K")
print(f"Shift, prefactor proportional to T: {shift_prefactor:+.2f} K")
print(f"Trial barrier wavenumber: {WAVENUMBER:.0f} 1/cm")
print(f"Wigner factor at peak: {wigner(Tp):.3f}")
print(f"Shift, tunnelling: {shift_tunnel:+.2f} K")
print(f"Chamber volume: {VOLUME:.0f} L; pumping speed: {PUMP:.0f} L/s")
print(f"Pumping time: {tau:.2f} s")
print(f"Shift, pumping delay: {shift_pump:+.2f} K")
print(f"Sample area: {AREA:.1f} cm^2; gas temperature: {T_GAS:.0f} K")
print(f"Mean H2 speed: {mean_speed:.0f} m/s")
print(f"Readsorption ratio alpha, sticking 1: {alpha:.4f}")
print(f"Shift, readsorption, sticking 1: {shift_readsorb:+.2f} K")
print("OK")
```

Running it gives:

```
Largest peak error, three other cases: 6.3e-05 K
Activation energy E: 2.50 eV
Prefactor nu: 1.0e+15 1/s
Heating rate beta: 2.0 K/s
Peak temperature, simulated: 786.12 K
Peak temperature, closed form: 786.12 K
Peak temperature, closed form: 513.0 deg C
x = E/(kB Tp): 36.904
kB Tp: 0.06774 eV
20 K below: k = 0.03583 1/s, E beta/(kB T^2) = 0.09886 1/s
at peak: k = 0.09389 1/s, E beta/(kB T^2) = 0.09389 1/s
20 K above: k = 0.23456 1/s, E beta/(kB T^2) = 0.08929 1/s
Exponent A at peak: 0.9498
Bounds on A: 0.9458 to 0.9502
Coverage at peak, start 1 ML: 0.3868 ML
1/e for comparison: 0.3679
Peak rate, start 1 ML: 0.03632 ML/s
Peak temperature, start 0.2 ML: 786.12 K
Curvature of ln rate at peak: -2.324e-03 1/K^2
dTp/d ln beta: 20.21 K
dTp/d ln nu: -20.21 K
dTp/d ln E: 766.0 K
E by inversion of the peak: 2.5000 eV
E by Redhead constant 3.64: 2.4979 eV
E if nu taken 10 times smaller: 2.348 eV
E if nu taken 10 times larger: 2.652 eV
E if thermometer reads 10 K high: 2.533 eV
Peak at 0.5 K/s: 759.05 K
Peak at 8.0 K/s: 815.14 K
E from slope of ln(beta/Tp^2): 2.5000 eV
E from slope of ln(beta): 2.6355 eV
Second order, peak from 1 ML: 785.1 K
Second order, peak from 0.2 ML: 818.9 K
Pairing energy: 0.25 eV
Shift, incomplete pairing, 1 ML: +0.38 K
Shift, incomplete pairing, 0.2 ML: +4.70 K
Trial energy drop per ML: 0.05 eV
Shift, coverage-dependent energy, 1 ML: -11.84 K
Shift, prefactor proportional to T: +0.53 K
Trial barrier wavenumber: 1000 1/cm
Wigner factor at peak: 1.140
Shift, tunnelling: -2.78 K
Chamber volume: 50 L; pumping speed: 500 L/s
Pumping time: 0.10 s
Shift, pumping delay: +0.20 K
Sample area: 1.0 cm^2; gas temperature: 300 K
Mean H2 speed: 1775 m/s
Readsorption ratio alpha, sticking 1: 0.0888
Shift, readsorption, sticking 1: +1.72 K
OK
```
